# Mutual Depolarization of Normal Dipoles in a Square Monolayer: test program

```python
"""Depolarization of normal dipoles in an infinite square monolayer.

Result under test: mu = mu0 / (1 + S*alpha/a^3), S = sum' (m^2+n^2)^(-3/2).
mu0   : permanent moment of an isolated dipole, normal to the layer
mu    : self-consistent moment in the layer
alpha : polarizability volume;  a : lattice constant
The uniform state is stable for isotropic alpha if alpha/a^3 < 1/lambda_max,
lambda_max being the largest eigenvalue of the dipole coupling (units 1/a^3).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import k0, zeta

eps0 = const.epsilon_0
debye = 1e-21 / const.c          # C m, from the definition of the debye
angstrom = const.angstrom
coulomb = 1 / (4 * np.pi * eps0)

# Model parameters
mu0_D, alpha_A3, a_A = 2.0, 5.0, 5.0
ratio = alpha_A3 / a_A**3
a = a_A * angstrom

# Equatorial field of a dipole, from two explicit point charges
separation = 0.01 * angstrom
charge = mu0_D * debye / separation
field_charges = np.zeros(3)
for sign in (1, -1):
    vector = np.array([a, 0.0, -sign * separation / 2])
    field_charges += sign * coulomb * charge * vector / np.linalg.norm(vector)**3
field_one = -coulomb * mu0_D * debye / a**3
assert abs(field_charges[2] / field_one - 1) < 1e-5
assert abs(field_charges[0]) < 1e-9 * abs(field_one)


# Lattice sum from the folded theta-function integral
def theta(t):
    n = np.arange(-30, 31)
    return np.exp(-np.pi * n**2 * t).sum()


for t in (0.3, 0.7, 2.5):
    assert abs(theta(1 / t) - np.sqrt(t) * theta(t)) < 1e-12

shells = {}
for m in range(-4, 5):
    for n in range(-4, 5):
        if 0 < m * m + n * n <= 10:
            shells[m * m + n * n] = shells.get(m * m + n * n, 0) + 1
constant_part = 8 * np.pi / 3
shell_parts = {}
for norm, count in sorted(shells.items()):
    integral = quad(lambda u: np.exp(-np.pi * norm * u)
                    * (u**0.5 + u**-1.5), 1, np.inf, epsabs=1e-14)[0]
    shell_parts[norm] = 2 * np.pi * count * integral
S = constant_part + sum(shell_parts.values())

# Direct disk sum with the continuum estimate of the remainder
R = 400
grid = np.arange(-R, R + 1, dtype=float)
r2 = grid[:, None]**2 + grid[None, :]**2
inside = (r2 > 0) & (r2 <= R**2)
disk_sum = (r2[inside]**-1.5).sum()
tail = 2 * np.pi / R
assert abs(disk_sum + tail - S) < 1e-5

# Self-consistent moment by the derived formula
factor = 1 + S * ratio
mu_D = mu0_D / factor


# Finite open patches: solve all coupled dipole equations without using S
def central_moment(side):
    x, y = np.meshgrid(np.arange(side), np.arange(side))
    points = np.column_stack([x.ravel(), y.ravel()]).astype(float)
    d2 = ((points[:, None, :] - points[None, :, :])**2).sum(axis=2)
    np.fill_diagonal(d2, np.inf)
    matrix = np.eye(side**2) + ratio * d2**-1.5
    moments = np.linalg.solve(matrix, np.full(side**2, mu0_D))
    return moments[side**2 // 2], moments[0]


small, large = 21, 41
center_small, corner_small = central_moment(small)
center_large, corner_large = central_moment(large)
extrapolated = (large * center_large - small * center_small) / (large - small)
# The remaining finite-size error is of second order in 1/side.
assert abs(extrapolated / mu_D - 1) < 2e-3
assert abs(center_large - mu_D) < abs(center_small - mu_D)

# Stability: value of the alternating-chain mode from the Bessel series
lambda_chain = 4 * zeta(3)
for n in range(1, 8):
    for k in range(1, 8):
        lambda_chain += (8 * (-1)**(n + 1) * (2 * np.pi * k)**2
                         * k0(2 * np.pi * k * n))

# Stability: scan of the Brillouin zone with a very wide Gaussian damping
N, width = 512, 100.0
index = np.fft.fftfreq(N) * N
X, Y = np.meshgrid(index, index, indexing="ij")
d2 = X**2 + Y**2
d2[0, 0] = np.inf
damp = np.exp(-d2 / width**2)
Txx = np.fft.fft2(damp * (3 * X**2 * d2**-2.5 - d2**-1.5)).real
Tyy = np.fft.fft2(damp * (3 * Y**2 * d2**-2.5 - d2**-1.5)).real
Txy = np.fft.fft2(damp * 3 * X * Y * d2**-2.5).real
Tzz = np.fft.fft2(-damp * d2**-1.5).real
in_plane = (Txx + Tyy) / 2 + np.sqrt(((Txx - Tyy) / 2)**2 + Txy**2)
lambda_scan = max(in_plane.max(), Tzz.max())
position = np.unravel_index(in_plane.argmax(), in_plane.shape)
q_mode = sorted(abs(2 * index[i] / N) for i in position)
position_z = np.unravel_index(Tzz.argmax(), Tzz.shape)
q_normal = [abs(2 * index[i] / N) for i in position_z]
# Damping shifts the scanned values by a few parts in width squared.
assert abs(lambda_scan - lambda_chain) < 2e-3
assert np.allclose(q_mode, [0, 1])
assert np.allclose(q_normal, [1, 1])
assert ratio < 1 / lambda_chain

# Potential step: explicit lattice sum at height 3a, plus remote remainder
height = 3.0
disk = r2 <= R**2
potential_sum = (height * (r2[disk] + height**2)**-1.5).sum()
potential_sum += 2 * np.pi * height / np.sqrt(R**2 + height**2)
step_lattice = 2 * coulomb * mu_D * debye / a**2 * potential_sum
step = mu_D * debye / (eps0 * a**2)
step_bare = mu0_D * debye / (eps0 * a**2)
assert abs(step_lattice / step - 1) < 1e-4

local_field = -S * coulomb * mu_D * debye / a**3

print(f"permanent moment mu0 = {mu0_D:.3f} D")
print(f"polarizability volume alpha = {alpha_A3:.3f} angstrom^3")
print(f"lattice constant a = {a_A:.3f} angstrom")
print(f"alpha/a^3 = {ratio:.4f} (dimensionless)")
print(f"one debye = {debye:.5e} C m")
print(f"constant part of S, 8 pi/3 = {constant_part:.6f}")
for norm, part in shell_parts.items():
    print(f"shell m^2+n^2={norm}: {shells[norm]} points, adds {part:.3e}")
print(f"lattice sum S = {S:.6f} (dimensionless)")
print(f"direct sum to R = {R} a: {disk_sum:.6f}")
print(f"continuum remainder 2 pi/R = {tail:.6f}")
print(f"direct sum plus remainder = {disk_sum + tail:.6f}")
print(f"share of nearest four neighbours = {100 * 4 / S:.1f} percent")
print(f"S alpha/a^3 = {S * ratio:.5f} (dimensionless)")
print(f"depolarization factor 1+S alpha/a^3 = {factor:.5f}")
print(f"self-consistent moment mu = {mu_D:.4f} D")
print(f"self-consistent moment mu = {mu_D * debye:.4e} C m")
print(f"induced moment mu-mu0 = {mu_D - mu0_D:.4f} D")
print(f"first-order estimate mu0(1-S alpha/a^3) = "
      f"{mu0_D * (1 - S * ratio):.4f} D")
print(f"nearest-neighbour-only moment = {mu0_D / (1 + 4 * ratio):.4f} D")
print(f"local field = {local_field * 1e-9:.4f} V/nm")
print(f"potential step without depolarization = {step_bare:.4f} V")
print(f"potential step with depolarization = {step:.4f} V")
print(f"potential step from lattice sum = {step_lattice:.4f} V")
print(f"central moment, {small} x {small} patch = {center_small:.4f} D")
print(f"central moment, {large} x {large} patch = {center_large:.4f} D")
print(f"extrapolated central moment = {extrapolated:.4f} D")
print(f"corner moment, {large} x {large} patch = {corner_large:.4f} D")
print(f"largest coupling, chain series = {lambda_chain:.5f} /a^3")
print(f"largest coupling, zone scan = {lambda_scan:.5f} /a^3")
print(f"its wavevector components = {q_mode[0]:.1f}, {q_mode[1]:.1f} pi/a")
print(f"stability limit, isotropic: alpha/a^3 = {1 / lambda_chain:.4f}")
print(f"largest normal coupling, zone scan = {Tzz.max():.3f} /a^3")
print(f"stability limit, normal only: alpha/a^3 = {1 / Tzz.max():.3f}")
print("done: every assertion held")
```

Output:

```
permanent moment mu0 = 2.000 D
polarizability volume alpha = 5.000 angstrom^3
lattice constant a = 5.000 angstrom
alpha/a^3 = 0.0400 (dimensionless)
one debye = 3.33564e-30 C m
constant part of S, 8 pi/3 = 8.377580
shell m^2+n^2=1: 4 points, adds 6.418e-01
shell m^2+n^2=2: 4 points, adds 1.418e-02
shell m^2+n^2=4: 4 points, adds 1.352e-05
shell m^2+n^2=5: 8 points, adds 9.394e-07
shell m^2+n^2=8: 4 points, adds 2.390e-11
shell m^2+n^2=9: 4 points, adds 9.196e-13
shell m^2+n^2=10: 8 points, adds 7.163e-14
lattice sum S = 9.033622 (dimensionless)
direct sum to R = 400 a: 9.017913
continuum remainder 2 pi/R = 0.015708
direct sum plus remainder = 9.033621
share of nearest four neighbours = 44.3 percent
S alpha/a^3 = 0.36134 (dimensionless)
depolarization factor 1+S alpha/a^3 = 1.36134
self-consistent moment mu = 1.4691 D
self-consistent moment mu = 4.9005e-30 C m
induced moment mu-mu0 = -0.5309 D
first-order estimate mu0(1-S alpha/a^3) = 1.2773 D
nearest-neighbour-only moment = 1.7241 D
local field = -3.1830 V/nm
potential step without depolarization = 3.0138 V
potential step with depolarization = 2.2139 V
potential step from lattice sum = 2.2139 V
central moment, 21 x 21 patch = 1.4921 D
central moment, 41 x 41 patch = 1.4809 D
extrapolated central moment = 1.4693 D
corner moment, 41 x 41 patch = 1.7762 D
largest coupling, chain series = 5.09887 /a^3
largest coupling, zone scan = 5.09849 /a^3
its wavevector components = 0.0, 1.0 pi/a
stability limit, isotropic: alpha/a^3 = 0.1961
largest normal coupling, zone scan = 2.646 /a^3
stability limit, normal only: alpha/a^3 = 0.378
done: every assertion held
```
